# Ultrasoft pseudopotentials with unpseudized augmentation and full core versus frozen-core PAW, part 3

The ultrasoft (US) functional with unpseudized augmentation and full core is compared with PAW and the frozen-core all-electron (AE) functional, in Hartree atomic units:

$$E_{AE}[\psi]=\sum_n f_n\langle\psi_n|T|\psi_n\rangle+\int v_{Zc}\,n+E_H[n]+E_{xc}[n+n_c]+E_0,\qquad n=\sum_n f_n|\psi_n|^2. \tag{1}$$

$$E_{US}=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\sum_{ij}\rho_{ij}D^0_{ij}+\int v^U n_v+E_H[n_v]+E_{xc}[n_v+n_c], \tag{2}$$

$$\tilde E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\int v^P(\tilde n+\hat n)+E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\hat n+\tilde n_c], \tag{3}$$

$$E^1-\tilde E^1=\sum_{ij}\rho_{ij}\Delta T_{ij}+\Big\{\int_\Omega v_{Zc}n^1+E_H[n^1]+E^\Omega_{xc}[n^1+n_c]\Big\}$$
$$\qquad-\Big\{\int_\Omega v^P(\tilde n^1+\hat n)+E_H[\tilde n^1+\hat n]+E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c]\Big\}. \tag{4}$$

$E_0$ is dropped. Here $E_{PAW}=\tilde E+E^1-\tilde E^1$, $E_H[n]=\tfrac12(n|n)$ with Coulomb product $(a|b)$, $n_v=\tilde n+\sum_{ij}\rho_{ij}Q_{ij}$, $\hat n=\sum_{ij}\rho_{ij}\hat q_{ij}$, $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$, $q_{ij}=\int_\Omega Q_{ij}$, $\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|\beta_i\rangle\langle\beta_j|\tilde\psi_n\rangle$, $\tilde n=\sum_n f_n|\tilde\psi_n|^2$; $n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j$, $\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j$ are cut off at the sphere $\Omega$, radius $r_c$.

AE and pseudo partial waves $\phi_i$, $\tilde\phi_i$ have energies $\varepsilon_i$; projectors $\beta_i$ are dual to $\tilde\phi_i$; $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$; $\Delta T_{ij}=\tfrac12\int_\Omega\big(\nabla\phi_i\cdot\nabla\phi_j-\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\big)$. The core is $n_c$, the pseudo core $\tilde n_c$, the nucleus-plus-core potential $v_{Zc}$, the local ionic potentials $v^U$, $v^P$; $E^\Omega_{xc}$ is the xc energy in $\Omega$. Soft $\hat q_{ij}$ share the multipoles of $Q_{ij}$.

With reference AE potential $v_{AE}$ and smooth screened potential $v_{scr}$, $\chi_j=(\varepsilon_j-T-v_{scr})\tilde\phi_j$, $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, $\beta_i=\sum_k\chi_k\,(B^{-1})_{ki}$,

$$v^U=v_{scr}-v_H[n_v^{ref}]-v_{xc}[n_v^{ref}+n_c],\qquad D^0_{ij}=D_{ij}-\int v_{scr}Q_{ij}. \tag{8}$$

$$D_{ij}=\Delta T_{ij}+\int_\Omega v_{AE}\,\phi_i\phi_j-\int_\Omega v_{scr}\,\tilde\phi_i\tilde\phi_j. \tag{9}$$

With $\Delta=n^1-\tilde n^1-\hat n$, $\delta=\tilde n-\tilde n^1$,

$$E_{US}-E_{PAW}=\int_\Omega\delta\,\big(v^U-v^P+v_H[\Delta]\big)+\Big\{E^\Omega_{xc}[n^1+n_c+\delta]-E^\Omega_{xc}[n^1+n_c]\Big\}$$
$$\qquad-\Big\{E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c+\delta]-E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c]\Big\}, \tag{15}$$

$$E_{US}-E_{PAW}=\int_\Omega\delta\,w+\tfrac12\int_\Omega\big(f^1_{xc}-\tilde f^1_{xc}\big)\delta^2+O(\delta^3), \tag{16}$$
$$w=v^U-v^P+v_H[\Delta]+v^1_{xc}-\tilde v^1_{xc}.$$

Here $v^1_{xc}=v_{xc}[n^1+n_c]$, $\tilde v^1_{xc}=v_{xc}[\tilde n^1+\hat n+\tilde n_c]$, $f_{xc}=dv_{xc}/dn$.

Let $\tilde\psi^1=\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi\rangle$, $\psi^1=\sum_i\phi_i\langle\beta_i|\tilde\psi\rangle$, $\psi=\tilde\psi+\psi^1-\tilde\psi^1$, and $\xi=\tilde\psi-\tilde\psi^1$ in $\Omega$. On the complete space $V$, $\xi=0$ and

$$E_{US}=E_{PAW}\quad\text{on }V. \tag{18}$$

$$E_{US}[\tilde\psi]=E_{AE}[\psi],\qquad\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\langle\psi_m|\psi_n\rangle\quad\text{on }V. \tag{20}$$

For Hermitian forms $a$ local in $\Omega$,

$$a(\psi,\psi)=a(\tilde\psi,\tilde\psi)+a(\psi^1,\psi^1)-a(\tilde\psi^1,\tilde\psi^1)+2\,\mathrm{Re}\,a(\xi,\psi^1-\tilde\psi^1). \tag{19}$$

The Hamiltonians are $H_{PAW}=T+\tilde v+\sum|\beta_i\rangle D^{PAW}_{ij}\langle\beta_j|$ and

$$H_{US}=T+v_{eff}+\sum_{ij}|\beta_i\rangle\Big(D^0_{ij}+\int v_{eff}Q_{ij}\Big)\langle\beta_j|. \tag{22}$$

$$D^{PAW}_{ij}=\int\tilde v\,\hat q_{ij}+\Delta T_{ij}+\int_\Omega v^1\phi_i\phi_j-\int_\Omega\tilde v^1\big(\tilde\phi_i\tilde\phi_j+\hat q_{ij}\big), \tag{23}$$

with $v_{eff}=v^U+v_H[n_v]+v_{xc}[n_v+n_c]$, $\tilde v=v^P+v_H[\tilde n+\hat n]+v_{xc}[\tilde n+\hat n+\tilde n_c]$, $v^1=v_{Zc}+v_H[n^1]+v^1_{xc}$, $\tilde v^1=v^P+v_H[\tilde n^1+\hat n]+\tilde v^1_{xc}$.

Example: magnesium, LDA, reference $3s^2$, frozen core, $r_c=2.2$ bohr, $N$ $s$-type partial waves. For $3s$ occupation $f$, $I=E(f=1)-E(f=2)$; in $V$ all three functionals give $0.29692632$, $0.29625158$, $0.29623379$ Ha for $N=1,2,3$. Trial orbitals add a distortion of amplitude $t$.

Q: You enforced completeness by shrinking the space. In a plane-wave calculation $\tilde\psi$ is free inside the sphere. What happens then?

A: Then the three numbers separate. The program lets $\tilde\psi$ vary on the whole mesh and compares with the AE functional (1) minimized on the whole mesh under orthogonality to the frozen $1s$ and $2s$ orbitals, which gives $I=0.29624547$ Ha $=8.06125$ eV. With $\|\xi\|$ the norm in $\Omega$ for the converged US orbital, of unit $S$-norm (the PAW orbital has its own $\xi$, for $N=2$ about $5.0\times10^{-4}$):

| $N$ | $\Vert\xi\Vert$ | US$-$PAW (Ha) | US$-$AE (Ha) |
|---|---|---|---|
| 1 | $2.5\times10^{-2}$ | $-1.0\times10^{-5}$ | $-2.0\times10^{-4}$ |
| 2 | $4.5\times10^{-4}$ | $+7.8\times10^{-8}$ | $+3.6\times10^{-6}$ |
| 3 | $2.5\times10^{-3}$ | $+2.7\times10^{-7}$ | $+1.4\times10^{-5}$ |

For $N=1$ the ionization energies are $0.29605021$ Ha (US) and $0.29606020$ Ha (PAW). The first lies $0.29624547-0.29605021=1.95\times10^{-4}$ Ha below the AE minimum. There is no contradiction, for two reasons. Off $V$ the cross terms of (19) are missing, so (2) is not the AE energy of the transformed orbital. And that orbital is not held orthogonal to the core, a point taken up at (27). The AE value is therefore no bound for (2). The program asserts that the gap at $N=1$ exceeds $10^{-8}$ Ha, that $\|\xi\|$ falls from $N=1$ to $N=2$, and that both methods lie within $2\times10^{-3}$ Ha of AE for $N\le2$.

The US–PAW gap is small for a reason that can be derived. At the reference $\delta=0$, so inside $\Omega$ the xc potentials used in the unscreening are the one-centre ones. The soft unscreening reads $v^P=v_{scr}-v_H[\tilde n+\hat n]-v_{xc}[\tilde n+\hat n+\tilde n_c]$ at reference densities. Subtracting it from (8), and using $n_v-(\tilde n+\hat n)=\Delta$,

$$v^U-v^P=-v_H[\Delta^{ref}]-v^{1,ref}_{xc}+\tilde v^{1,ref}_{xc}.$$

Inserting this in (16),

$$w=v_H[\Delta-\Delta^{ref}]+\big(v^1_{xc}-v^{1,ref}_{xc}\big)-\big(\tilde v^1_{xc}-\tilde v^{1,ref}_{xc}\big). \tag{25}$$

When both local potentials come from one $v_{scr}$, the linear gap is a product of two small factors, the incompleteness $\delta$ and the change of the one-centre potentials from the reference. The table compares energies at two separately converged orbitals, which differ from the gap at a common orbital by terms of second order in the orbital shift. That shift is driven by $w$ and does not vanish with $\xi$, so these terms are not always negligible: for $N=2$ the gap is $6.7\times10^{-8}$ Ha at the US orbital and $8.8\times10^{-8}$ Ha at the PAW orbital, on either side of the tabulated $7.8\times10^{-8}$ Ha. The quotient of gap and $\|\xi\|$ is about $4$, $1.7$ and $1.1\times10^{-4}$ Ha in magnitude for $N=1,2,3$, the same order throughout, which is consistent with a gap linear in $\xi$.

Q: Your table refutes you at $N=3$. A third partial wave makes $\|\xi\|$ five times larger. Should the errors not fall toward zero?

A: The theorem says the gap vanishes at $\xi=0$. It does not say that adding a partial wave reduces $\xi$. The map $\tilde\psi\to\tilde\psi^1$ is a projection onto the span of the $\tilde\phi_i$, but an oblique one, directed by the $\beta_i$. For an orthogonal projection a larger span can only shorten the residual of a given function. For an oblique one, write $\tilde\psi=\tilde\psi_\parallel+\tilde\psi_\perp$ in $\Omega$, with $\tilde\psi_\perp$ orthogonal to the span. Duality reproduces $\tilde\psi_\parallel$, so $\xi=\tilde\psi_\perp-\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi_\perp\rangle$, and the two pieces are orthogonal:

$$\|\xi\|^2=\|\tilde\psi_\perp\|^2+\Big\|\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi_\perp\rangle\Big\|^2 .$$

The second term is not controlled by the size of the span, and $\beta=\chi B^{-1}$ can make it large. The converged orbital also changes with $N$, so even the first term need not shrink from one row of the table to the next.

The output shows that $B$ degrades fast. For $N=2$, $\det B=0.103760\times0.771388-0.301186\times0.264880\approx2.6\times10^{-4}$ Ha$^2$, and the condition number is $2.9\times10^3$. For $N=3$ it is $3.7\times10^6$. The output also shows a defect: the lowest eigenvalue of the reference Hamiltonian on the whole mesh is $-0.175427$ Ha, the $3s$ level, for $N=1$ and 2, but $-2.62$ Ha for $N=3$. The overlap operator stays positive, with smallest eigenvalues $0.82$, $0.20$ and $0.23$, so this is a true eigenvalue of a well-posed problem, a ghost state. The construction guarantees only that $\tilde\phi_j$ solves the equation at $\varepsilon_j$ and says nothing of other energies. The $N=3$ entry of the free table was obtained by following the $3s$-like state, so it is a stationary point above the ghost, and a minimization would fall into the ghost. The program makes no assertion about that entry. That the near-singular $B$ causes both the larger $\|\xi\|$ and the ghost is a conjecture which the program does not test.

The ghost is not a difference between the two methods. At the reference, (22) with (8) gives $T+v_{scr}+\sum|\beta\rangle D\langle\beta|$. In (23), $\tilde v=v_{scr}$. The cut-off densities lack the spherical valence charge outside $\Omega$, whose potential inside is a constant $C$, so $v^1=v_{AE}-C$ and $\tilde v^1=v_{scr}-C$. The two terms $\int v_{scr}\hat q_{ij}$ cancel, the constant multiplies $\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-\hat q_{ij})=q_{ij}-q_{ij}=0$, and what remains is (9):

$$D^{PAW}_{ij}\big|_{ref}=D_{ij}. \tag{26}$$

With shared projectors and shared $v_{scr}$, US and PAW have the same reference Hamiltonian, ghost included. In the restricted space the three functionals agree at $N=3$ as well as at $N=1$.

Q: Something else is off. Your complete $N=3$ value, $0.29623379$ Ha, lies below the core-orthogonal frozen-core minimum, $0.29624547$ Ha. A smaller space cannot give a lower minimum.

A: It is not a subspace. Equation (20) equates $E_{US}$ with $E_{AE}$ at the transformed orbital. It does not make that orbital orthogonal to the core. Take a core state $u_c$ and a partial wave $u_i$ of the same $l$ in the reference potential. Multiply $-\tfrac12u_c''+vu_c=\varepsilon_cu_c$ by $u_i$, multiply the equation for $u_i$ by $u_c$, and subtract: $-\tfrac12(u_iu_c''-u_cu_i'')=(\varepsilon_c-\varepsilon_i)u_iu_c$. The left side is $-\tfrac12(u_iu_c'-u_cu_i')'$. Integrate from 0, where both functions vanish, to $r_c$:

$$(\varepsilon_i-\varepsilon_c)\int_0^{r_c}u_iu_c\,dr=\tfrac12\big[u_iu_c'-u_cu_i'\big]_{r_c}. \tag{27}$$

The overlap inside the sphere is set by the value and slope of the core state at $r_c$. It is zero if the core is confined to the sphere, which is a limit only: a nonzero solution of the radial equation cannot have both value and slope zero at $r_c$, so the overlap can be made small by a short core tail but in general not removed. Otherwise the orbital $\psi$, made of partial waves inside and free outside, carries an unconstrained small overlap with the core, and no variational order exists between the two numbers. Here the core is not fully confined, as the roughly $0.02$ electrons outside $r_c$ show. The complete values differ from the core-orthogonal one by $+6.1\times10^{-6}$ Ha for $N=2$ and $-1.2\times10^{-5}$ Ha for $N=3$. A value below the constrained minimum of the same functional (1) is possible only for an orbital that violates the constraint, so the $N=3$ orbital has a core admixture.

The precise statement is therefore this. Under completeness, US, PAW and the functional (1) restricted to the range of the transformation are one problem. That problem is the core-orthogonal frozen-core problem if the core states vanish at and beyond $r_c$ and the partial waves span the valence functions. Freezing the core is a separate approximation shared by all three. With a relaxed core $I=0.29600046$ Ha $=8.05458$ eV, lower than the frozen value by $2.45\times10^{-4}$ Ha, or $6.7$ meV.

Q: Are the two conditions really needed? With a pseudized $Q$ or a partial core one unscreens consistently, and the reference atom is reproduced.

A: It is reproduced, and so is the first-order response of the energy, but no more. Take a US potential with functions $Q'_{ij}$ that share the multipoles of $Q_{ij}$, and a core $n_c'$ equal to $n_c$ outside $\Omega$. Unscreen it from the same $v_{scr}$, which gives an ionic potential $v'$ and $D'^0_{ij}=D_{ij}-\int v_{scr}Q'_{ij}$. Compare it with the PAW functional that uses $\hat q=Q'$, $\tilde n_c=n_c'$ and $v^P=v'$. The smooth part (3) is then the US functional without its $D'^0$ term. Calling the one-centre energy (4) $A(\rho)$,

$$E_{PAW}-E'_{US}=A(\rho)-\sum_{ij}\rho_{ij}D'^0_{ij}.$$

The last three terms of (23) are $\partial A/\partial\rho_{ij}$. At the reference, (26) and $\tilde v=v_{scr}$ give $\partial A/\partial\rho_{ij}=D_{ij}-\int v_{scr}Q'_{ij}=D'^0_{ij}$. Expand $A$ about $\rho^{ref}$. The linear term $\sum D'^0_{ij}(\rho_{ij}-\rho^{ref}_{ij})$ cancels against $\sum\rho_{ij}D'^0_{ij}$ up to a constant, and

$$E'_{US}=E_{PAW}+\text{const}-\tfrac12\sum_{ijkl}\frac{\partial^2A}{\partial\rho_{ij}\partial\rho_{kl}}\bigg|_{ref}d\rho_{ij}\,d\rho_{kl}+O(d\rho^3), \tag{28}$$

with $d\rho=\rho-\rho^{ref}$. A general ultrasoft potential is PAW with its one-centre energy linearized about the reference atom. Equation (28) involves $\rho$ alone, so completeness cannot remove the quadratic term. It vanishes when $A$ is linear, and that is the case for $Q'=Q$, $n_c'=n_c$. With a pseudized $Q'$ the Hartree part of $A$ is $(\tilde n^1+\hat n|\Delta)+\tfrac12(\Delta|\Delta)$, quadratic in $\rho$, and the xc arguments differ too. With hard $Q$ and a partial core the Hartree terms cancel and the curvature of $A$ is that of $E^\Omega_{xc}[n^1+n_c]-E^\Omega_{xc}[n^1+n_c']$, in the LDA $\int_\Omega(f_{xc}[n^1+n_c]-f_{xc}[n^1+n_c'])\,\phi_i\phi_j\phi_k\phi_l$. The integrand vanishes where $n_c'=n_c$, so the curvature is governed by the overlap of the removed core $n_c-n_c'$ with the partial waves.

For self-consistent energies, let $x=2-f$. Then $d\rho=O(x)$, the extra term is $O(x^2)$, and its gradient shifts the orbital by $O(x)$, which changes the stationary PAW energy by $O(x^2)$. The error of an energy difference from the reference is thus quadratic in $x$ at leading order.

The program runs both controls in the complete space with $N=2$, where by (18) and (20) the AE energy stands in for PAW. With soft $Q$ and full core the error of $E(f)-E(2)$ relative to AE is $-1.611\times10^{-7}$ Ha at $x=0.05$ and $-6.847\times10^{-7}$ Ha at $x=0.1$, a ratio of $4.249$. With hard $Q$ and partial core it is $-6.672\times10^{-8}$ and $-2.853\times10^{-7}$ Ha, a ratio of $4.276$. The asserted window is $3.5$ to $4.5$; a linear error would give 2. The excess over 4 is what a cubic term of the same sign would produce. At $x=1$ the errors are $-1.70\times10^{-4}$ Ha $=-4.6$ meV and $-8.0\times10^{-5}$ Ha $=-2.2$ meV. The first exceeds the quadratic extrapolation $400\times(-1.611\times10^{-7})=-6.4\times10^{-5}$ Ha by a factor $2.6$, so removal of a whole electron is outside the quadratic regime. In this example both errors are comparable to the frozen-core error of $6.7$ meV, and much larger than the free $N=2$ deviation of the unpseudized potential from AE, $3.6\times10^{-6}$ Ha. Other atoms, radii and pseudizations will give other sizes.

Q: If the unpseudized potential is PAW with less bookkeeping, why carry one-centre terms at all?

A: Because of where the integrals must be done. In (2) the Hartree and xc energies take $n_v+n_c$ on the grid that covers the whole system. That density contains $\phi_i\phi_j$ with its nodes and the ten-electron core with its cusp at the nucleus. The ionic potential inherits the structure: by (8) it must cancel the xc potential of the full core. At the innermost node, $r=0.00165$ bohr, $v_{scr}=-1.3638$ Ha and $v^U=+7.9175$ Ha, so $v_H+v_{xc}$ there is $-1.3638-7.9175=-9.2813$ Ha. The soft PAW potential at the same point is $v^P=-1.1650$ Ha, within $0.2$ Ha of $v_{scr}$. At the reference the sharp parts of $v^U$ and $v_{xc}$ cancel in $v_{eff}$, but only if both are resolved equally well, and away from the reference the remainder must be integrated against the sharp $Q_{ij}$ in (22). A radial mesh can crowd its nodes near the nucleus (here a first element $0.05$ bohr long carries polynomials of degree 10), whereas a uniform grid of such resolution over a whole cell is what pseudization is meant to avoid.

Soft PAW moves the sharp integrals to a radial grid per atom and leaves only $\tilde n+\hat n+\tilde n_c$ on the global one. It differs from (2) by the gap (15), which is first order in $\delta$. That gap is not in itself a loss of accuracy, since off $V$ the functional (2) is not the AE functional either; in the free table above PAW lies slightly closer to the AE value than US for all three $N$. The price of soft PAW is the requirements of full multipole compensation, semilocal exchange and correlation, and no foreign core charge in the sphere. A pseudized ultrasoft potential also keeps the global grid soft, but it drops the curvature term in (28), and more partial waves do not restore it.

## Numbers as computed

```
Mg Z=12, rc=2.2 bohr, box=30 bohr, nodes=159, 1 Ha=27.211386 eV
AE total energy 3s2 = -199.139406 Ha, eps_3s = -0.175427 Ha
partial-wave energies (Ha): [-0.175427  0.324573 -0.575427]
core charge outside rc = 0.02123 e; soft core charge = 2.15597 e
frozen-core valence energy 3s2 = -15.86489532 Ha
IE relaxed core = 0.29600046 Ha = 8.05458 eV
IE frozen core, core-orthogonal = 0.29624547 Ha = 8.06125 eV
N=1: cond(B)=1.00e+00, min eig S=0.8231, lowest ref level=-0.175427 Ha
  complete IE (Ha): US 0.29692632 PAW 0.29692632 AE 0.29692632
  complete eps Mg+ (Ha): US -0.4245441 PAW -0.4245441 AE -0.4245441
  free IE (Ha): US 0.29605021 PAW 0.29606020; last SCF step 5e-11
  free: |psi-psi1|=2.518e-02, US-PAW=-9.994e-06 Ha, US-AE=-1.953e-04 Ha
N=2: cond(B)=2.94e+03, min eig S=0.2021, lowest ref level=-0.175427 Ha
  complete IE (Ha): US 0.29625158 PAW 0.29625158 AE 0.29625158
  complete eps Mg+ (Ha): US -0.4234470 PAW -0.4234470 AE -0.4234470
  free IE (Ha): US 0.29624912 PAW 0.29624905; last SCF step 9e-11
  free: |psi-psi1|=4.548e-04, US-PAW=7.778e-08 Ha, US-AE=3.648e-06 Ha
N=3: cond(B)=3.69e+06, min eig S=0.2315, lowest ref level=-2.623247 Ha
  complete IE (Ha): US 0.29623379 PAW 0.29623379 AE 0.29623379
  complete eps Mg+ (Ha): US -0.4234005 PAW -0.4234005 AE -0.4234005
  free IE (Ha): US 0.29625923 PAW 0.29625896; last SCF step 9e-11
  free: |psi-psi1|=2.454e-03, US-PAW=2.719e-07 Ha, US-AE=1.376e-05 Ha
N=2 q (e) 11,12,21,22: -0.021518 -0.072613 -0.072613 -0.230568
N=2 B (Ha) 11,12,21,22: 0.103760 0.301186 0.264880 0.771388
N=2 D (Ha) 11,12,21,22: 0.107535 0.277618 0.277618 0.696551
N=2 dT (Ha) 11,12,21,22: 0.569614 1.303830 1.303830 2.964555
N=2 D0 (Ha) 11,12,21,22: 0.089883 0.210443 0.210443 0.468465
at r=0.00165 bohr: vscr=-1.3638, vU=7.9175, vP=-1.1650 Ha
incomplete trial (t=0.05): US-hardPAW=-1.3e-12 Ha, US-softPAW=-1.745548e-05 Ha
gap t=0.05: direct -1.745548e-05, formula -1.745548e-05, linear -2.185408e-05 Ha
gap t=0.004: direct -1.411844e-06, linear -1.444547e-06 Ha; remainder ratio on halving t=3.974
l=1, d=3.3 bohr: potential bare 0.503447, compensated -5.4e-16 Ha
l=2, d=3.3 bohr: potential bare 0.201379, compensated 4.1e-15 Ha
soft Q, full core: error f=1.95 -1.611e-07, f=1.9 -6.847e-07 Ha, ratio 4.249
soft Q, full core: IE error -1.701e-04 Ha = -4.630 meV
hard Q, partial core: error f=1.95 -6.672e-08, f=1.9 -2.853e-07 Ha, ratio 4.276
hard Q, partial core: IE error -8.008e-05 Ha = -2.179 meV
main result N=2 complete IE = 0.29625158 Ha = 8.06142 eV
```
